# Discrete Lehmann Representation: Pivoted Node Selection and Certified Recovery of Green Functions

## The decision: how many times and frequencies to compute

In a low-scaling GW or RPA calculation the products of Green functions are formed in imaginary time and the Dyson equation is solved in imaginary frequency. Every time and every frequency on the mesh costs a full set of matrices. Before the calculation starts one must therefore decide which points to use, and how far the function between them can be trusted. The discrete Lehmann representation answers both questions from three inputs: the temperature, an energy window and a tolerance.

## Kernel, units and signs

Let $\beta=1/k_BT$ and $\hbar=1$. Energies are measured from the chemical potential. The spectral density $\rho$ is supported in $[-\omega_{\max},\omega_{\max}]$, and $\|\rho\|_1=\int|\rho|\,d\omega$ is finite. From here on $\tau$ is in units of $\beta$ and $\omega$ in units of $1/\beta$, so that $0\le\tau\le1$ and $|\omega|\le\Lambda=\beta\omega_{\max}$. The Green function is

$$G(\tau)=-\int_{-\Lambda}^{\Lambda}K(\tau,\omega)\rho(\omega)\,d\omega,\qquad K(\tau,\omega)=\frac{e^{-\omega\tau}}{1+e^{-\omega}} .$$

The fermionic frequencies are $\nu_n=(2n+1)\pi$, so $e^{i\nu_n}=-1$ and

$$-\int_0^1 e^{i\nu_n\tau}K\,d\tau=-\frac{e^{i\nu_n-\omega}-1}{(i\nu_n-\omega)(1+e^{-\omega})}=\frac{1+e^{-\omega}}{(i\nu_n-\omega)(1+e^{-\omega})}=\frac1{i\nu_n-\omega}.$$

Hence $G(i\nu_n)=\int\rho(\omega)/(i\nu_n-\omega)\,d\omega$. In ordinary units this value is multiplied by $\beta$.

Multiplying numerator and denominator of $K$ by $e^{\omega}$ gives $K(\tau,\omega)=e^{\omega(1-\tau)}/(1+e^{\omega})=K(1-\tau,-\omega)$. A time near 1 is therefore stored as its distance from 1. Forming $1-\tau$ by subtraction would leave a rounding error that $\omega\sim\Lambda$ then multiplies.

The aim is a set of poles $\omega_1,\dots,\omega_r$, independent of $\rho$, such that

$$\tilde G(\tau)=-\sum_{l=1}^r K(\tau,\omega_l)g_l,\qquad \max_\tau|\tilde G-G|\le\varepsilon\|\rho\|_1,$$

with the $g_l$ obtained from $r$ samples of $G$. The $g_l$ are fitting coefficients; they are not the physical spectrum.

## The composite grid

Let $m=\lceil\log_2\Lambda\rceil$. The positive frequencies are divided into $[0,b_0]$, with $b_0=2^{-m}\Lambda\in(\tfrac12,1]$, and the panels $[b,2b]$ with $b=b_0,2b_0,\dots,\Lambda/2$. The times up to $\tfrac12$ are divided into $[0,a_0]$, with $a_0=2^{-m-1}\le1/(2\Lambda)$, and panels $[a,2a]$. Both sets are mirrored, and each panel carries $p$ Chebyshev points.

The interpolation error is uniform in $\Lambda$. Map a panel to $x\in[-1,1]$. If a function is analytic and bounded by $M$ in the ellipse with foci $\pm1$ and semi-axis sum $\varrho$, Chebyshev interpolation at $p$ points has an error of at most $4M\varrho^{-(p-1)}/(\varrho-1)$. Take the ellipse with semi-axes $2$ and $\sqrt3$, so $\varrho=2+\sqrt3$.

- Frequency panel $[b,2b]$: $\omega=\tfrac b2(3+x)$, so $\mathrm{Re}\,\omega\ge b/2\ge\tfrac14$ on the ellipse. Then $|e^{-\omega\tau}|\le1$ and $|1+e^{-\omega}|\ge1-e^{-1/4}$, which gives $M\le4.6$.
- Frequency panel $[0,b_0]$: $\omega=\tfrac{b_0}2(1+x)$, so $\mathrm{Re}\,\omega\ge-\tfrac12$ and $|\mathrm{Im}\,\omega|\le\sqrt3/2<\pi/2$. Here $e^{-\omega}$ has a positive real part, the denominator is at least 1 in modulus, and $M\le e^{1/2}$.
- Time panels with $\omega\ge0$: on $[a,2a]$ the real part of $\tau$ stays positive and $M\le1$. On $[0,a_0]$ it is at least $-a_0/2$, so $M\le e^{\Lambda a_0/2}\le e^{1/4}$.
- Time panels with $\omega<0$: $K=e^{-|\omega|(1-\tau)}/(1+e^{-|\omega|})$, and $\mathrm{Re}\,\tau\le\tfrac58$ on every ellipse, so $M\le1$.

The mirrored panels follow from the symmetry of $K$. For $p=24$ the largest of these bounds is about $5\times10^{-13}$, whatever $\Lambda$ is. Since $p$ grows as $\log(1/\varepsilon)$, the kernel is approximated to $\varepsilon$ by a sum of $2(m+1)p=O(\log\Lambda\,\log(1/\varepsilon))$ separable terms. Pivoting then removes the redundancy among them.

## Selecting the poles

Let $A_{ij}=K(\tau_i,\omega_j)$ on the grid. QR with column pivoting gives

$$A\Pi=\begin{pmatrix}Q_1&Q_2\end{pmatrix}\begin{pmatrix}R_{11}&R_{12}\\0&R_{22}\end{pmatrix}.$$

The first $r$ pivot columns are $A_J=Q_1R_{11}$; their frequencies are the poles. The other columns are

$$Q_1R_{12}+Q_2R_{22}=A_J\,R_{11}^{-1}R_{12}+Q_2R_{22}.$$

So $A_JP$, with $P=R_{11}^{-1}R_{12}$, approximates them with error $Q_2R_{22}$. At step $r+1$ the algorithm takes the remaining column of largest norm, and that norm becomes $|R_{r+1,r+1}|$. Every column of $Q_2R_{22}$ thus has norm at most $|R_{r+1,r+1}|$, and so has every single entry.

To leave the grid, let $\ell_j$ be the Lagrange functions of a panel, $\lambda=\max\sum_j|\ell_j|$ their Lebesgue constant, and $\delta_\omega,\delta_\tau$ the interpolation errors of $K$. Extend $P$ by unit columns for the selected poles. For any $\omega$ in the window put $c_l=\sum_jP_{lj}\ell_j(\omega)$. At the grid times,

$$\Big|K(\tau_i,\omega)-\sum_lK(\tau_i,\omega_l)c_l\Big|\le\lambda|R_{r+1,r+1}|+\delta_\omega .$$

The difference on the left, as a function of $\tau$, is a sum of kernels with total weight at most $1+\sum_l|c_l|\le1+\lambda s$, where $s=\max_j\sum_l|P_{lj}|$. Interpolating it in time multiplies the grid bound by $\lambda$ and adds $\delta_\tau(1+\lambda s)$. A unit pole anywhere in the window is therefore represented with an error of at most

$$e=\lambda^2|R_{r+1,r+1}|+\lambda\delta_\omega+\delta_\tau(1+\lambda s).$$

By linearity a general $\rho$ has a representation with error at most $e\|\rho\|_1$.

## Selecting the samples

**Times.** Let $B_{il}=K(\tau_i,\omega_l)$ contain the selected poles only. Pivoted QR of $B^T$ selects $r$ rows, whose times are the nodes $\tau_k$. Samples at these nodes give

$$\tilde G(\tau)=\sum_kS_k(\tau)G(\tau_k),\qquad S_k(\tau)=\sum_lK(\tau,\omega_l)\,[\mathcal K^{-1}]_{lk},\quad \mathcal K_{kl}=K(\tau_k,\omega_l).$$

The two minus signs, in the samples and in $\tilde G$, cancel. This formula reproduces any function in the span of the poles. Write $G=G_*+h$ with $G_*$ in the span and $|h|\le e\|\rho\|_1$, and let sample $k$ carry noise $\eta_k$ with $|\eta_k|\le\eta$. Then

$$\tilde G(\tau)-G(\tau)=\sum_kS_k(\tau)\,[h(\tau_k)+\eta_k]-h(\tau),$$

$$|\tilde G-G|\le(1+L_\tau)\,e\|\rho\|_1+L_\tau\eta,\qquad L_\tau=\max_\tau\sum_k|S_k(\tau)| .$$

Pivoting is a heuristic for keeping $L_\tau$ small, so $L_\tau$ has to be computed.

**Matsubara frequencies.** The same selection is applied to the rows of $1/(i\nu_n-\omega_l)$ with $-\Lambda\le n<\Lambda$. Because $|h(i\nu)|=|\int_0^1e^{i\nu\tau}h\,d\tau|\le\max|h|$, the error bound has the same form, with a constant $L_M$ built from the inverse of the frequency matrix. For real $\rho$ the real part of the coefficients is kept, which cannot increase the error in the real function $G(\tau)$.

The constant $L_M$ is necessarily large. Take one pole $\omega_l$ near $\Lambda$ as the function to be recovered. At $\tau=0$ it has size $K(0,\omega_l)\approx1$, while its Matsubara data satisfy $|1/(i\nu_n-\omega_l)|\le1/\omega_l$. Data of size $1/\omega_l$ thus produce a function of size 1, and $L_M\gtrsim\Lambda$. Physically, a feature of duration $1/\Lambda$ leaves a trace of only that size at each frequency.

## The algorithm and its certificate

Since $L_\tau$ and $L_M$ multiply $e$, stopping at $|R_{r+1,r+1}|\le\varepsilon$ does not by itself secure the error $\varepsilon$. The tolerance is enforced afterwards:

1. Build $A$, compute its pivoted QR, and start with $r$ equal to the number of pivots above $\varepsilon$.
2. Select $r$ times and $r$ Matsubara indices.
3. For single poles $\omega$ on a second set of points, equispaced on each panel with its ends included, solve for the coefficients $c_l(\omega)$ from each kind of data.
4. Compute $C=\max_{\tau,\omega}|K(\tau,\omega)-\sum_lK(\tau,\omega_l)c_l(\omega)|$ for both kinds, with $\tau$ also on the second set.
5. If either $C$ exceeds $\varepsilon$, raise $r$ by one and return to step 2.

Recovery is linear in the data, so the error for any real $\rho$ is the integral of the single-pole error against $\rho$, at most $C\|\rho\|_1$. The maximum is taken over finitely many points. This makes $C$ a numerical certificate and not a rigorous enclosure.

## A worked case

Take $k_BT=0.01$ eV and $\omega_{\max}=10$ eV, hence $\Lambda=10/0.01=1000$, with $\varepsilon=10^{-10}$ and $p=24$. Then $m=10$, and the grid has $2\times11\times24=528$ points in each variable.

There are 56 pivots above $\varepsilon$, and the certificate is first met at $r=61$. Each $r$ selects a new set of nodes, and the Matsubara error does not fall steadily with $r$, so a larger basis must be certified again. For comparison, 57 singular values of $A$ exceed $\varepsilon$, so no approximation of this matrix with rank below 57 has a spectral-norm error within $\varepsilon$. At $r=61$ the next pivot is $3.29\times10^{-12}$, $\lambda=2.986$ and $s=9.70$. With the measured $\delta_\omega=1.9\times10^{-15}$ and $\delta_\tau=1.8\times10^{-15}$,

$$e=2.933\times10^{-11}+0.0006\times10^{-11}+0.005\times10^{-11}\approx2.94\times10^{-11}.$$

The pivot term dominates. With the maximum taken over the second set of times, the stability constants are $L_\tau=15.6$ and $L_M=3.33\times10^4$. The second exceeds the lower estimate $\Lambda=1000$ by a factor of 33, which the single-pole argument does not explain.

| Data | Bound $(1+L)e$ | Measured $C$ |
|---|---|---|
| times | $4.9\times10^{-10}$ | $2.0\times10^{-12}$ |
| Matsubara | $9.8\times10^{-7}$ | $3.6\times10^{-11}$ |

The bounds hold but are pessimistic. The estimate $e$ is itself too large: the time recovery represents every tested pole to $2.0\times10^{-12}$, well below $e$. The bounds also let the residual take its largest size and worst phase at every node together. Neither would certify $10^{-10}$; the measured $C$ does.

**A function the basis has not seen.** The test spectrum has a semicircular band of weight 0.6 and half-width 8 eV, a level at 0.03 eV of weight 0.3 and one at $-9.5$ eV of weight 0.1, so $\|\rho\|_1=1$. In scaled units the half-width is $D=800$ and the levels lie at $3$ and $-950$.

The band's Matsubara values have a closed form. For unit weight, $\rho=2\sqrt{D^2-\omega^2}/(\pi D^2)$, and with $\omega=D\cos\theta$

$$G(z)=\frac2\pi\int_0^\pi\frac{\sin^2\theta\,d\theta}{z-D\cos\theta}.$$

Put $z=\tfrac D2(u+1/u)$ with $|u|<1$. Then $z-D\cos\theta=\tfrac D{2u}(1-2u\cos\theta+u^2)$. Using $\sin\theta/(1-2u\cos\theta+u^2)=\sum_{k\ge1}u^{k-1}\sin k\theta$, only $k=1$ survives the integration against $\sin\theta$, and $G=\tfrac2\pi\cdot\tfrac{2u}D\cdot\tfrac\pi2=2u/D$. For $z=i\nu$ with $\nu>0$ set $u=-iy$, so that $1/y-y=2\nu/D$. The positive root is $y=D/(\nu+\sqrt{\nu^2+D^2})$, and

$$G(i\nu)=\frac{-2i}{\nu+\sqrt{\nu^2+D^2}} .$$

At $\nu_0=\pi$ the three parts, with their weights, are $-0.00149i$ from the band, $0.3/(i\pi-3)=-0.04770-0.04995i$, and $0.1/(i\pi+950)\approx0.00011$. Their sum is $-0.0476-0.0514i$. Multiplied by $\beta=100$ eV$^{-1}$ this gives $G(i\nu_0)=-4.759-5.144i$ eV$^{-1}$.

The 61 closed-form Matsubara values recover $G(\tau)$ with a largest error of $8.2\times10^{-13}$, measured against a separate quadrature over the band. From 61 times the largest error is $1.4\times10^{-13}$. The same time data predict $G(i\nu_n)$ for $-5000\le n<5000$ to $9.3\times10^{-13}$ eV$^{-1}$. All these errors are absolute, for unit spectral weight.

The occupation is $-G(\tau\to1)=\int\rho/(e^{\omega}+1)\,d\omega$. The symmetric band contributes half its weight and the deep level is full:

$$0.3+\frac{0.3}{e^3+1}+0.1=0.3+0.014228+0.1=0.414228 .$$

The Matsubara data reproduce the closed form to about $10^{-12}$.

**What the nodes look like.** The time node nearest an end of the interval lies $5.2\times10^{-7}\beta$ from it. The Matsubara indices are consecutive from $-10$ to $11$ and then thin out. The set is not symmetric, and it includes $n=-1000$, the edge of the candidate range. For a real spectrum $G(-i\nu)=G(i\nu)^*$, so $n$ and $-n-1$ need one evaluation between them. Fifteen such pairs occur in the list, which leaves $61-15=46$ frequencies to be computed.

## Noise

In one random draw, errors of size $10^{-6}$ with random signs in the time samples changed the recovered $G(\tau)$ by a maximum over $\tau$ of $6.1\times10^{-6}$, within the bound $L_\tau\eta=1.6\times10^{-5}$. Errors of modulus $10^{-6}$ and random phase in $G(i\nu_n)/\beta$ produced, again in one draw, an error of $1.3\times10^{-2}$, within $L_M\eta=3.3\times10^{-2}$. Other draws scatter widely: from about $2$ to $8\times10^{-6}$ for the times, and from below $10^{-3}$ to above $2\times10^{-2}$ for the frequencies.

This asymmetry matters in practice. If a loosely converged solver leaves unrelated absolute errors of equal size at the frequencies, the passage to time can magnify them ten-thousandfold. An error that itself has a spectral density $\delta\rho$ inside the window is recovered like any other function, and since $0\le K\le1$ its size in time is at most $\|\delta\rho\|_1$, up to the tolerance times the same norm. Small Matsubara errors do not make this norm small: a pole of weight $w$ near $\Lambda$ changes the scaled data by at most about $w/\Lambda$, but it changes $G(\tau)$ by about $w$ at $\tau=0$. To guarantee $10^{-6}$ in $G(\tau)$ against errors of equal size and arbitrary phase at every node, the scaled Matsubara data must be good to $10^{-6}/L_M=3\times10^{-11}$. If the error at node $k$ is at most $\eta_k$, each term of the sum behind $L_M$ is multiplied by its own $\eta_k$. Errors that decrease with frequency therefore have a smaller bound than errors that keep their largest size at every node. For $\eta_k=\eta/|\nu_k|$ the bound with these nodes is only about $31\,\eta$, so the large constant comes from the high frequencies.

## Where the accuracy is lost

**Window too small.** A unit pole at 50 eV, five times beyond the window, is recovered from the time nodes with an error of $3.3\times10^{-2}$. The tolerance says nothing about spectral weight outside $\omega_{\max}$.

Products widen the window. In a polarizability $G(\tau)G(1-\tau)$ each pair of poles contributes

$$K(\tau,\omega_1)K(1-\tau,\omega_2)=K(\tau,\omega_1)K(\tau,-\omega_2)\propto e^{-(\omega_1-\omega_2)\tau},$$

with $|\omega_1-\omega_2|$ up to $2\Lambda$. A basis meant to hold the product must be built for $2\Lambda$.

**Bosonic functions.** The time basis can still serve, since $e^{-\omega\tau}/(1-e^{-\omega})=K(\tau,\omega)\coth(\omega/2)$. The tolerance then refers to $\int|\rho_B\coth(\omega/2)|\,d\omega$, which must be finite. At bosonic frequencies $e^{i\Omega}=1$, and

$$\int_0^1e^{i\Omega\tau}K\,d\tau=\frac{1-e^{-\omega}}{(\omega-i\Omega)(1+e^{-\omega})}=\frac{\tanh(\omega/2)}{\omega-i\Omega}.$$

The frequency nodes must be selected and certified anew with this matrix. The numbers above cover the fermionic case only.

**Equispaced times.** With 61 equally spaced times and the same poles, a least-squares fit with a relative singular-value cutoff near $10^{-14}$ gives an error of $1.5\times10^{-2}$. The system is ill-conditioned and the value depends on the cutoff; at $10^{-16}$ it exceeds $10^{-1}$. The spacing is $\beta/60$, over which a contribution from the band edge decays by a factor $e^{-800/60}\approx2\times10^{-6}$. The samples therefore hardly constrain the fast-decaying functions of the basis. The fit can go wrong between an end of the interval and the first interior sample, even when $G$ itself varies slowly there.

## Cost against window and tolerance

| $\Lambda$ | $r$ at $\varepsilon=10^{-6}$ | $r$ at $\varepsilon=10^{-10}$ |
|---|---|---|
| $10^2$ | 25 | 35 |
| $10^3$ | 43 | 61 |
| $10^4$ | 67 | 93 |

When both kinds of data are certified, a window a hundred times wider costs a factor of 2.7 in rank. The steps per decade, 26 and then 32 at the tighter tolerance, are not constant. Each certified rank is the first to pass, which depends partly on the selected nodes, and three windows are too few to establish a growth law. In all six cases the Matsubara error lies closer to the tolerance than the time error. A calculation that samples in time alone can be certified on the time error alone, with fewer poles: 24, 40 and 55 at $\varepsilon=10^{-6}$, and 32, 56 and 81 at $\varepsilon=10^{-10}$. The steps at the tighter tolerance are then 24 and 25, so the uneven steps in the table come from the Matsubara recovery.

The complete list of Matsubara indices and further values are in the numerical output below.

## Numbers as computed

```
kT = 0.01 eV (T = 116.05 K), w_max = 10.0 eV
Lambda = 1000, eps = 1e-10, Chebyshev points p = 24
band: weight 0.6, half-width 8.0 eV
levels (eV): [ 0.03 -9.5 ], weights: [0.3 0.1]
composite grid: 528 times x 528 frequencies
interpolation error: time 1.8e-15, frequency 1.9e-15
panel Lebesgue constant = 2.986
singular values above eps: 57
rank from pivot threshold: 56, certified rank: 61
next pivot = 3.29e-12, grid residual = 5.83e-13
largest skeleton column sum = 9.70
best-fit bound per unit weight = 2.94e-11
L_time = 15.57, L_Matsubara = 33312.9
worst pole error, time nodes: 2.02e-12
worst pole error, Matsubara nodes: 3.60e-11
smallest |pole| = 2.591e-04 eV
largest |pole| = 9.9946 eV
node nearest an end of [0,beta]: 5.227e-07 beta
Matsubara indices n:
  -1000 -715 -394 -255 -188 -161 -139 -108 -83 -67 -58 -50
  -42 -35 -30 -26 -22 -19 -16 -14 -12 -10 -9 -8
  -7 -6 -5 -4 -3 -2 -1 0 1 2 3 4
  5 6 7 8 9 10 11 13 16 19 22 26
  34 41 48 56 66 79 98 125 164 234 290 371
  755
tau/beta, G reference, error (time data), error (Matsubara data)
  0.001 -0.503280156723 7.8e-16 7.0e-14
  0.010 -0.324287651516 3.7e-15 5.5e-14
  0.100 -0.216558636048 1.5e-14 4.1e-15
  0.500 -0.065264393675 7.9e-15 3.7e-15
max error G(tau) from time data: 1.44e-13
max error G(tau) from Matsubara data: 8.17e-13
max error G(i nu) from time data: 9.34e-13 1/eV
G(i nu_0) = -4.75904915-5.14413454j 1/eV
occupation, closed form: 0.414227761953
occupation, Matsubara data: 0.414227761954
noise 1e-06 in G(tau): max error 6.14e-06
noise 1e-06 in G(i nu)/beta: max error 1.31e-02
pole at 50 eV, outside window: error 3.30e-02
61 equispaced times: max error 1.47e-02
eps, Lambda, certified rank, worst error (time, Matsubara)
  1e-06    100  25 1.5e-07 3.1e-07
  1e-06   1000  43 6.9e-08 4.5e-07
  1e-06  10000  67 5.8e-09 1.0e-07
  1e-10    100  35 2.3e-12 4.1e-11
  1e-10   1000  61 2.0e-12 3.6e-11
  1e-10  10000  93 4.1e-13 4.0e-11
```
